# Straight-line angle-resolved photoemission as a Laplace transform, and its inversion noise

## What goes wrong

Take a solid that is a uniform half-and-half mixture. Change its composition by up to 0.3 in one particular smooth pattern (mode 3 below), which is 0.3 at the surface, reverses sign at depths of 4.3 and 25.7 Å, and reaches about $-0.12$ between them. Measure the photoelectron intensity at 13 angles between 0° and 60°, and divide out the known angular dependence of the cross section and the instrument. Let each corrected intensity have an error of 1% of the full bulk signal at normal emission. In the example worked below, the whole set of 13 intensities changes by 0.37 of one standard deviation, so the measurement cannot tell the two solids apart.

The reverse operation is worse. If a 15 Å film is reconstructed from such data with four free depth modes, the noise in the reconstructed profile is about six times the norm of the film profile itself. With 25 angles instead of 13 in the same range, it is still 4.7 times that norm. Yet the thickness of the same film, if it is known to be one uniform layer of known composition, follows from the same data to 0.14 Å. The loss comes from the smooth exponential weight with which each depth enters the signal; the thickness escapes it because it is a single number, and the change of profile it controls gives a signal that does not cancel.

## From the damped wave to the Laplace transform

The algebra uses atomic units. A photoelectron of kinetic energy $E$ and wave number $k=\sqrt{2E}$ can lose energy and so leave the measured peak. A uniform optical potential $-iW$, with $W>0$, describes this loss:
$$-\tfrac12\nabla^2\psi-iW\psi=E\psi .$$
The surface is flat and the solid laterally uniform, so the wave number along the surface, $k\sin\theta$, is conserved and real. Here $\theta$ is measured from the surface normal. The real inner potential is neglected, so the angle is the same inside and outside. The normal wave number then satisfies
$$k_z^2=2(E+iW)-k^2\sin^2\theta=k^2\cos^2\theta+2iW .$$
Write $k_z=a+ib$. The imaginary part of the equation gives $2ab=2W$, so $b=W/a$. The real part gives $a^2=k^2\cos^2\theta+b^2$. For $W\ll E\cos^2\theta$ the term $b^2$ is negligible and $a\approx k\cos\theta$.

A wave that starts at depth $z$ reaches the surface with the factor $e^{ik_zz}$; the surface itself adds a factor independent of $z$. The intensity therefore varies as
$$e^{-2bz}\approx\exp\left(-\frac{z}{\lambda\cos\theta}\right),\qquad \lambda=\frac{k}{2W}.$$
This is attenuation along a straight path of length $z/\cos\theta$. Elastic deflection and diffraction have been left out, and $\lambda$ is taken to be independent of composition.

Different atoms add their intensities, not their amplitudes, because the core hole left behind marks the emitter. With $c(z)$ the atomic fraction of the element,
$$I(\theta)=K(\theta)\int_0^\infty c(z)\,e^{-z/(\lambda\cos\theta)}\,dz ,$$
where $K$ contains the cross section, the analysed area and the transmission, all assumed known. Put $x=z/\lambda$ and $u=1/\cos\theta$, write $c(x)$ for the same profile, and divide by $\lambda K$:
$$C(u)=\int_0^\infty c(x)\,e^{-ux}\,dx .$$
This is the Laplace transform of the profile. A full bulk, $c=1$, gives $C=1/u$, which is 1 at normal emission and sets the scale for the noise. Since $\cos\theta\le1$, the transform is known only on the segment $1\le u\le\sec\theta_{\max}$.

## Unique, but not stable

Perfect data on a continuous segment would fix a bounded profile. Suppose two profiles give the same data there, and call their difference $f$. Its transform is analytic for $\mathrm{Re}\,u>0$ and vanishes on the segment, so it vanishes throughout that half-plane. Take $u=m+1$ with $m=0,1,2,\dots$ and substitute $y=e^{-x}$, so that $e^{-(m+1)x}dx$ becomes $y^m\,dy$ on $0<y<1$:
$$\int_0^1 y^m f(-\ln y)\,dy=0 .$$
A square-integrable function orthogonal to every power is zero, because polynomials are dense on the interval. Hence $f=0$.

The proof continues the data analytically far outside the measured segment and says nothing about errors. With $M$ angles uniqueness is lost as well: any change of profile orthogonal to the $M$ functions $e^{-u_ix}$ is invisible.

## The ideal case: all $u$ from zero to infinity

The source of the amplification is clearest when the whole transform is available. Substituting $s=ux$,
$$\int_0^\infty e^{-ux}x^{-1/2+i\omega}dx=\Gamma(\tfrac12+i\omega)\,u^{-1/2-i\omega}.$$
A power-law oscillation thus returns as a power-law oscillation. To compare norms, write $c(x)=x^{-1/2}g(\ln x)$ and $C(u)=u^{-1/2}h(\ln u)$. Then $\int|c|^2dx=\int|g|^2dt$ with $t=\ln x$, and likewise for $C$ and $h$. Each Fourier component of $g$ at frequency $\omega$ is multiplied by $\Gamma(\tfrac12+i\omega)$. The reflection formula gives
$$|\Gamma(\tfrac12+i\omega)|^2=\frac{\pi}{\sin\pi(\frac12+i\omega)}=\frac{\pi}{\cosh\pi\omega}.$$
For large $\omega>0$ the damping factor is $\sqrt{2\pi}\,e^{-\pi\omega/2}$. Inversion divides by it, so noise at that frequency is multiplied by $e^{\pi\omega/2}/\sqrt{2\pi}$.

The exponential comes from the smoothness of the weight. Turn the integration path to $s=re^{i\varphi}$ with $0<\varphi<\pi/2$, where $e^{-s}$ still decays. The factor $s^{i\omega}$ acquires the modulus $e^{-\varphi\omega}$, and
$$|\Gamma(\tfrac12+i\omega)|\le e^{-\varphi\omega}\int_0^\infty r^{-1/2}e^{-r\cos\varphi}dr=e^{-\varphi\omega}\sqrt{\frac{\pi}{\cos\varphi}} .$$
A weight that can be continued this far into the complex plane has no sharp feature with which to register a fast oscillation. Neighbouring positive and negative parts cancel.

Let the signal-to-noise ratio be $S$ at $\omega=0$. A component is lost in the noise when its damping relative to $\omega=0$, which is $1/\sqrt{\cosh\pi\omega}$, falls to $1/S$:
$$\cosh\pi\omega_c=S^2,\qquad \omega_c\approx\frac{2\ln S+\ln2}{\pi}\quad(S\gg1).$$
For $S=100$, $\omega_c=3.15$. One period in $\ln z$ is $2\pi/\omega_c$, which is a factor of 7.3 in depth. Resolution improves only with the logarithm of $S$, even with this unattainable range.

## Real angles: the modes

For angles $u_1,\dots,u_M$, all different, let $A$ map a profile to its data, $(Ac)_i=C(u_i)$. Profiles are taken as square integrable; a constant bulk value $c_\infty$ is first subtracted, together with its signal $c_\infty/u$. Then
$$G_{ij}=(AA^T)_{ij}=\int_0^\infty e^{-(u_i+u_j)x}dx=\frac1{u_i+u_j}.$$
No depth grid is needed. Let $U_n$ be the orthonormal eigenvectors of $G$, with eigenvalues $s_1^2\ge s_2^2\ge\dots$, and define the depth modes
$$v_n(x)=\frac1{s_n}\sum_iU_{in}e^{-u_ix}.$$
They are orthonormal, since $\int v_mv_n\,dx=U_m^TGU_n/(s_ms_n)=\delta_{mn}$. Their data are $Av_n=GU_n/s_n=s_nU_n$. A unit amount of mode $n$ therefore produces a signal of size $s_n$, and independent noise of standard deviation $\delta$ at each angle becomes an error $\delta/s_n$ in the amount of that mode.

## The bound on the singular values

The claim is that, with $L=\ln(u_{\max}/u_{\min})$,
$$s_{n+1}\le2s_1\left(\frac L8\right)^n .$$

**A matrix of low rank close to $G$.** Choose $n$ positive numbers $t_j$ and set
$$P(u)=\prod_{j=1}^n(u-t_j),\quad Q(u)=\prod_{j=1}^n(u+t_j),\quad B=\frac PQ .$$
Then
$$\frac{1-B(u)B(v)}{u+v}=\frac{Q(u)Q(v)-P(u)P(v)}{(u+v)\,Q(u)Q(v)} .$$
At $v=-u$ we have $Q(-u)=(-1)^nP(u)$ and $P(-u)=(-1)^nQ(u)$, so the numerator vanishes and is divisible by $u+v$. The quotient has degree at most $n-1$ in $u$. It is a sum of at most $n$ terms, each a power of $u$ times a function of $v$. With $D=\mathrm{diag}\,B(u_i)$, the matrix $F=G-DGD$ therefore has rank at most $n$.

**From rank to singular value.** The first $n+1$ eigenvectors of $G$ span a space of dimension $n+1$. It contains a unit vector $w$ with $Fw=0$, because $F$ has rank at most $n$. Hence
$$s_{n+1}^2\le|Gw|=|(G-F)w|\le\|DGD\|\le\max_i B(u_i)^2\,s_1^2 ,$$
and so $s_{n+1}\le s_1\max|B|$.

**Choice of the $t_j$.** With $\ell=\ln u$ and $\ell_j=\ln t_j$,
$$\left|\frac{u-t_j}{u+t_j}\right|=\left|\tanh\frac{\ell-\ell_j}2\right|\le\frac{|\ell-\ell_j|}2 .$$
Write $\ell=\ell_0+(L/2)\xi$, with $\ell_0$ the middle of the interval and $-1\le\xi\le1$. Place the $\xi_j$ at the zeros of the Chebyshev polynomial $T_n=2^{n-1}\prod(\xi-\xi_j)$, for which $|T_n|\le1$. Then
$$|B|\le2^{-n}\left(\frac L2\right)^n2^{1-n}=2\left(\frac L8\right)^n,$$
which proves the claim.

For $L<8$ the noise in mode $n+1$ is thus at least
$$\frac{\delta}{s_{n+1}}\ge\frac{\delta}{2s_1}\left(\frac8L\right)^n .$$
The physical content is that exponentials with nearby decay rates are nearly linear combinations of a few of them.

Three consequences follow.

- **More angles.** The rate $8/L$ depends on the range alone. The number of angles enters through $s_1$, and $s_1^2\le\mathrm{tr}\,G=\sum_i1/(2u_i)\le M/2$. The noise in mode $n+1$ therefore stays above $(\delta/\sqrt{2M})(8/L)^n$, however the $M$ angles are placed within the range.
- **Narrow range.** Near the normal $L\approx\theta_{\max}^2/2$, so $s_2\le s_1L/4\approx s_1\theta_{\max}^2/8$. Once the signal of the second mode falls below the noise, only one mode survives: the data then give a single weighted average of the profile, and not how the element is distributed in depth.
- **Unequal noise.** If row $i$ is multiplied by a weight $w_i$, then with $\Omega=\mathrm{diag}\,w_i$ the matrix becomes $\Omega G\Omega$. Diagonal matrices commute, so $\Omega F\Omega$ takes the place of $F$ and the bound holds for the weighted singular values. The ratio to a bulk reference, $uC(u)$, is the case $w_i=u_i$.

## Worked example: a 15 Å film

The model parameters are $E=1000$ eV, $W=3$ eV, 13 angles from 0° to 60° in steps of 5°, and $\delta=0.01$. Since $k^2=2E$, the attenuation length can be written $\lambda=E/(Wk)$. With $k=8.573$ atomic units,
$$\lambda=\frac{1000/3}{8.573}=38.88\ \text{bohr}=20.6\ \text{Å}.$$
A numerical solution of the damped wave equation at 0° and 60° confirms the decay rate $1/(\lambda\cos\theta)$ within the 0.2% allowed for the grid.

The range gives $L=\ln2=0.693$ and $8/L=11.5$. The first four singular values are 2.30, 0.223, 0.0215 and 0.00194; the bounds on the last three are 0.398, 0.0345 and 0.00299. The bound is therefore within a factor of two here. The number $8/L$ is the rate at which the bound falls. It is not a guaranteed loss at each single mode: the computed ratio $s_3/s_4$ is 11.1, slightly smaller. With 25 angles in the same range this ratio is still 11.1. Extending the range to 75° lowers it to 5.7, provided that the paths remain straight at those angles and refraction is neglected. An inner potential of 10 to 15 eV lowers $u$ at 75° from 3.86 to 3.6–3.5 and raises this ratio to about 6.0–6.1; for the range up to 60° it raises the ratio to 11.3–11.5 and biases the thickness found below by less than 0.05 Å.

Let the film have $c=1$ down to $d=15$ Å and $c=0$ below, so $d/\lambda=0.729$ and the norm of the profile is $\sqrt{0.729}=0.854$. Keep $N$ modes in the inversion. The omitted part of the profile is orthogonal to the kept modes and the noise has zero mean, so the mean-square error is the sum
$$\int(c-c_N)^2dx+\delta^2\sum_{n\le N}\frac1{s_n^2},$$
where $c_N$ is the noise-free reconstruction. For $N=3$ the last noise term alone gives $0.01/0.0215=0.46$. The square roots of the two parts and of their sum are:

| $N$ | omitted | noise | total |
|---|---|---|---|
| 1 | 0.406 | 0.004 | 0.406 |
| 2 | 0.366 | 0.045 | 0.368 |
| 3 | 0.339 | 0.467 | 0.577 |
| 4 | 0.289 | 5.17 | 5.18 |

Two modes are best, and the error is then $0.368/0.854=43\%$ of the norm of the film profile. This choice of $N$ uses the true profile, which an experimenter does not have. Reducing $\delta$ a thousandfold, to $10^{-5}$, raises the best $N$ to 5 and lowers the error only to $0.271/0.854=32\%$. Simulated noise agrees with the noise formula for $N$ up to 4.

The modes show what is being lost. Modes 2, 3 and 4 have one, two and three sign changes in depth. Scaled to a peak change of 0.3, they alter the data by 3.8, 0.37 and 0.034 standard deviations, all 13 angles combined. On a background of 0.5 each of these profiles stays between 0.2 and 0.8, so the requirement $0\le c\le1$ does not exclude them. For the film itself, whose composition lies at the bounds 1 and 0, that requirement is far more informative, and the errors in the table apply to the unconstrained inversion only.

## Why the thickness survives

If the film is known to be one uniform layer with $c=1$ and a sharp lower edge, a single number is sought:
$$C(u)=\int_0^{d/\lambda}e^{-ux}dx=\frac{1-e^{-ud/\lambda}}u,\qquad J_i=\frac{\partial C(u_i)}{\partial d}=\frac{e^{-u_id/\lambda}}\lambda .$$
For small errors $\epsilon_i$ in the data, least squares shifts the thickness by $\sum_iJ_i\epsilon_i/\sum_iJ_i^2$. The errors are independent, so the variance of this shift is $\delta^2\sum J_i^2/(\sum J_i^2)^2$, and
$$\sigma_d=\frac{\delta}{\sqrt{\sum_iJ_i^2}} .$$
At normal emission $J=e^{-0.729}/20.6=0.0234$ per Å, so that angle alone would give $0.01/0.0234=0.43$ Å. All 13 together give 0.139 Å, and fits to simulated data scatter by the same amount. A small change of thickness adds or removes material at one depth only. The change of profile therefore has a single sign, and nothing cancels in the integral over depth. A single sign is not required, however: what matters is that one number is sought and that its signal is not small. Shifting a known layer that lies between 5 and 20 Å removes material at one edge and adds it at the other, yet its depth follows from such data to 0.13 Å.

This precision has limits of its own. If the composition of the layer is unknown and must be fitted together with the thickness, the error in $d$ rises from 0.14 to 1.3 Å. Since $J_i\le e^{-d/\lambda}/\lambda$, we have $\sigma_d\ge\delta\lambda e^{d/\lambda}/\sqrt M$, so the thickness too is lost exponentially once $d\gg\lambda$. If the product $\lambda K$ is taken from the measured signal of a full bulk, the normalised data $C(u)$ contain $d$ only through $d/\lambda$. An error of 10% in $\lambda$ then shifts $d$ by 10%, here 1.5 Å, about ten times the statistical error. And the sharp edge is an assumption: the data have little power to test it. If the composition instead falls linearly from 1 to 0 over 10 Å, centred at a depth of 15 Å, a sharp-edged film with refitted thickness reproduces the noise-free data to within 0.34 of one standard deviation, all 13 angles combined, while the refitted thickness moves to 14.76 Å, a shift larger than the statistical error.

The same caution applies to any constraint added to stabilise a full inversion, such as smoothness or a fixed number of layers. It can reduce the noise, but the fine structure of the result then comes largely from the constraint. If elastic scattering bends the paths appreciably, the weight is no longer $e^{-ux}$, and neither the Laplace form nor the bound derived from it applies as it stands.

## Computed values

```
Kinetic energy E = 1000 eV, absorption W = 3.0 eV
Wave number k = 8.5731 a.u.
Attenuation length = 38.881 bohr = 20.575 angstrom
Decay rate at 0 deg: wave 0.04861, formula 0.04860 1/angstrom
Decay rate at 60 deg: wave 0.09721, formula 0.09721 1/angstrom
Full range, omega = 1: damping 0.52059, asymptote 0.52108
Full range, omega = 2: damping 0.10832, asymptote 0.10832
Full range, omega = 3: damping 0.02252, asymptote 0.02252
Full range, S = 100: cutoff omega = 3.152, depth factor per period = 7.34
Angles 0 to 60 deg: 13 angles, L = 0.6931
Mode 1: s = 2.299e+00, upper bound none
Mode 2: s = 2.227e-01, upper bound 3.983e-01
Mode 3: s = 2.154e-02, upper bound 3.451e-02
Mode 4: s = 1.941e-03, upper bound 2.990e-03
Mode 5: s = 1.625e-04, upper bound 2.591e-04
Mode 6: s = 1.239e-05, upper bound 2.245e-05
Guaranteed loss per mode, 8/L: 60 deg 11.54, 75 deg 5.92
Counting-time factor (8/L)^2: 60 deg 133, 75 deg 35
Computed s3/s4: 13 angles 11.09, 25 angles 11.12, to 75 deg 5.70
Computed s4/s1: 60 deg 8.444e-04, 75 deg 4.925e-03
Film thickness d = 15.0 angstrom, d/lambda = 0.7290, delta = 0.01
Profile norm sqrt(d/lambda) = 0.8538
N = 1: omitted 0.4061, noise 0.00435, total 0.4061
N = 2: omitted 0.3655, noise 0.04512, total 0.3683
N = 3: omitted 0.3389, noise 0.4665, total 0.5767
N = 4: omitted 0.2885, noise 5.173, total 5.181
N = 5: omitted 0.2637, noise 61.74, total 61.74
Data noise 1e-02: best N = 2, total error 0.3683
Data noise 1e-03: best N = 3, total error 0.3421
Data noise 1e-04: best N = 4, total error 0.2931
Data noise 1e-05: best N = 5, total error 0.2708
Mode 2, peak change 0.3: data change/delta = 3.7790; zeros at 8.0 angstrom
Mode 3, peak change 0.3: data change/delta = 0.3716; zeros at 4.3, 25.7 angstrom
Mode 4, peak change 0.3: data change/delta = 0.0340; zeros at 3.0, 16.7, 46.8 angstrom
Thickness uncertainty: formula 0.1390, simulated fits 0.1392 angstrom
```
